# Step Limits and Reinitialization for Level-Set Evolution of Lithography Masks: a program that tests the result

```python
"""Level-set evolution of a binary lithography mask.

Claim under test: for I = sum_s w_s |K_s m|^2 and F = 1/2 int (I-T)^2 dA,
the flow phi_t = G |grad phi| lowers F for small steps, where
G = 2 Re sum_s w_s K_s^dagger[(I-T) K_s m].  The mask is m=1 for phi<0.
The flow can merge and split parts but cannot nucleate them.
Reinitialization preserves the zero contour to grid accuracy.
T: desired image; K_s: pupil filter for source point s; w_s: its weight.
Length unit: wavelength/NA, written u.  Frequency unit: 1/u.  F unit: u^2.
"""
import numpy as np
from scipy.special import j1
from scipy.ndimage import label, map_coordinates

N, L = 72, 4.5
h = L / N
cell = h * h
eps = 1.5 * h
mid = L / 2
sigma, defocus = 0.55, 0.05
freq = np.fft.fftfreq(N, h)
fx, fy = np.meshgrid(freq, freq, indexing="ij")
axis = np.arange(N) * h
X, Y = np.meshgrid(axis, axis, indexing="ij")
sources = [(0, 0), (sigma, 0), (-sigma, 0), (0, sigma), (0, -sigma)]
pupils = []
for sx, sy in sources:
    rho2 = (fx + sx)**2 + (fy + sy)**2
    pupils.append((rho2 <= 1) * np.exp(2j * np.pi * defocus * rho2))
pupils = np.array(pupils)


def fields(spec):
    return np.fft.ifft2(pupils * spec, axes=(1, 2))


def image(spec):
    return np.mean(np.abs(fields(spec))**2, axis=0)


def cost_spec(spec, target):
    return 0.5 * cell * np.sum((image(spec) - target)**2)


def gradient(spec, target):
    E = fields(spec)
    error = np.mean(np.abs(E)**2, axis=0) - target
    back = np.conj(pupils) * np.fft.fft2(error * E, axes=(1, 2))
    return 2 * np.fft.ifft2(np.mean(back, axis=0)).real


def smooth_mask(phi):
    p = np.clip(phi / eps, -1, 1)
    return 0.5 * (1 - p - np.sin(np.pi * p) / np.pi)


def delta(phi):
    p = np.clip(phi / eps, -1, 1)
    return (1 + np.cos(np.pi * p)) / (2 * eps)


def cost(phi, target):
    return cost_spec(np.fft.fft2(smooth_mask(phi)), target)


def upwind_slope(phi, G):
    """Godunov slope: lower neighbours for growth, higher for shrinkage."""
    low = np.zeros_like(phi)
    high = np.zeros_like(phi)
    for ax in (0, 1):
        a = (phi - np.roll(phi, 1, ax)) / h
        b = (np.roll(phi, -1, ax) - phi) / h
        low += np.maximum(np.maximum(a, -b), 0)**2
        high += np.maximum(np.maximum(-a, b), 0)**2
    return np.sqrt(np.where(G < 0, low, high))


def flow(phi, target):
    """Return G, the rate of phi, and the predicted dissipation -dF/dt."""
    G = gradient(np.fft.fft2(smooth_mask(phi)), target)
    slope = upwind_slope(phi, G)
    D = cell * np.sum(delta(phi) * G**2 * slope)
    return G, G * slope, D


def reinitialize(phi, step):
    """Signed distance to the piecewise linear periodic zero contour."""
    n = len(phi)
    length = n * step
    i, j = np.indices(phi.shape)
    values, places = [], []
    for tri in (((0, 0), (1, 0), (1, 1)), ((0, 0), (1, 1), (0, 1))):
        v = [np.roll(phi, (-a, -b), (0, 1)) for a, b in tri]
        p = [np.stack([i + a, j + b], -1) for a, b in tri]
        values.append(np.stack(v, -1).reshape(-1, 3))
        places.append(np.stack(p, -2).reshape(-1, 3, 2) * step)
    v, p = np.concatenate(values), np.concatenate(places)
    count = (v < 0).sum(1)
    cut = (count == 1) | (count == 2)
    v, p, count = v[cut], p[cut], count[cut]
    neg = v < 0
    odd = np.where(count == 1, neg.argmax(1), neg.argmin(1))
    row = np.arange(len(v))
    ends = []
    for shift in (1, 2):
        other = (odd + shift) % 3
        t = v[row, odd] / (v[row, odd] - v[row, other])
        ends.append(p[row, odd] + t[:, None] * (p[row, other] - p[row, odd]))
    center = (ends[0] + ends[1]) / 2
    half = (ends[1] - ends[0]) / 2
    x = np.arange(n) * step
    rx = x[:, None] - center[:, 0]
    ry = x[:, None] - center[:, 1]
    rx = (rx - length * np.round(rx / length))[:, None, :]
    ry = (ry - length * np.round(ry / length))[None, :, :]
    size2 = np.maximum((half**2).sum(1), 1e-30)
    t = np.clip((rx * half[:, 0] + ry * half[:, 1]) / size2, -1, 1)
    d2 = (rx - t * half[:, 0])**2 + (ry - t * half[:, 1])**2
    return np.where(phi < 0, -1, 1) * np.sqrt(d2.min(axis=2))


def parts(phi):
    return label(phi < 0)[1], label(phi >= 0)[1]


def evolve(phi, target, steps, renew=10):
    F = cost(phi, target)
    start = parts(phi)
    out = dict(F0=F, changed=None, Fchange=None, jump=0.0, rejected=0)
    tau = np.inf
    for n in range(steps):
        G, rate, D = flow(phi, target)
        cap = 0.5 * h / np.abs(G).max()
        tau = min(2 * tau, cap)
        trial = phi + tau * rate
        Ft = cost(trial, target)
        while Ft > F - 1e-4 * tau * D and tau > 1e-9 * cap:
            tau /= 2
            out["rejected"] += 1
            trial = phi + tau * rate
            Ft = cost(trial, target)
        if Ft > F:
            break
        phi, F = trial, Ft
        if out["changed"] is None and parts(phi) != start:
            out["changed"], out["Fchange"] = n + 1, F
        if renew and (n + 1) % renew == 0:
            phi = reinitialize(phi, h)
            Fnew = cost(phi, target)
            out["jump"] = max(out["jump"], abs(Fnew - F))
            F = Fnew
    out.update(phi=phi, F=F, parts=parts(phi))
    return out


def disc_phi(cx, cy, R):
    return np.hypot(X - cx, Y - cy) - R


def box_phi(a, b):
    qx, qy = np.abs(X - mid) - a, np.abs(Y - mid) - b
    outside = np.hypot(np.maximum(qx, 0), np.maximum(qy, 0))
    return outside + np.minimum(np.maximum(qx, qy), 0)


def disc_spec(cx, cy, R):
    k = np.hypot(fx, fy)
    safe = np.where(k > 0, k, 1)
    amp = np.where(k > 0, R * j1(2 * np.pi * R * safe) / safe, np.pi * R**2)
    return amp * np.exp(-2j * np.pi * (fx * cx + fy * cy)) / cell


def box_spec(a, b):
    amp = 4 * a * b * np.sinc(2 * a * fx) * np.sinc(2 * b * fy)
    return amp * np.exp(-2j * np.pi * mid * (fx + fy)) / cell


UP = 8


def hard_mask(phi):
    q = np.arange(N * UP) / UP
    coords = np.meshgrid(q, q, indexing="ij")
    return map_coordinates(phi, coords, order=1, mode="grid-wrap") < 0


def hard_spec(mask):
    k = np.rint(np.fft.fftfreq(N, 1 / N)).astype(int)
    return np.fft.fft2(mask.astype(float))[np.ix_(k, k)] / UP**2


def show(name, value, unit=""):
    text = f"{value:.5g}" if isinstance(value, (float, np.floating)) else value
    print(f"{name}: {text} {unit}".rstrip())


show("cell side", L, "u")
show("pixel side h", h, "u")
show("mask smoothing half-width", eps, "u")
show("off-axis source radius", sigma, "1/u")
show("defocus at pupil edge", defocus, "wave")

# Desired images from known binary masks, by analytic transforms.
r_split, x_split = 0.45, 0.75
T_split = image(disc_spec(mid - x_split, mid, r_split)
                + disc_spec(mid + x_split, mid, r_split))
T_merge = image(box_spec(1.0, 0.35))
T_ring = image(disc_spec(mid, mid, 1.1) - disc_spec(mid, mid, 0.45))

# Adjoint gradient against a finite difference in pixel transmission.
rng = np.random.default_rng(4)
m0 = smooth_mask(disc_phi(mid + 0.2, mid, 0.9))
direction = rng.random((N, N))
G0 = gradient(np.fft.fft2(m0), T_split)
d = 1e-4
fd = (cost_spec(np.fft.fft2(m0 + d * direction), T_split)
      - cost_spec(np.fft.fft2(m0 - d * direction), T_split)) / (2 * d)
adj = cell * np.sum(G0 * direction)
assert abs(fd - adj) < 1e-6 * abs(fd)
show("pixel derivative, finite difference", fd, "u^2")
show("pixel derivative, adjoint", adj, "u^2")

# Shape derivative of a sharp disc: growth and translation.
R, cx = 0.9, mid + 0.2
theta = 2 * np.pi * np.arange(400) / 400


def on_circle(G):
    ex = np.exp(2j * np.pi * np.outer(cx + R * np.cos(theta), freq))
    ey = np.exp(2j * np.pi * np.outer(mid + R * np.sin(theta), freq))
    return ((ex @ (np.fft.fft2(G) / N**2)) * ey).sum(1).real


edgeG = on_circle(gradient(disc_spec(cx, mid, R), T_split))
ds = 2 * np.pi * R / len(theta)
for name, dc, dR, V in (("growth", 0, d, 1.0),
                        ("translation", d, 0, np.cos(theta))):
    fd = (cost_spec(disc_spec(cx + dc, mid, R + dR), T_split)
          - cost_spec(disc_spec(cx - dc, mid, R - dR), T_split)) / (2 * d)
    line = np.sum(edgeG * V) * ds
    assert abs(fd - line) < 1e-5 * abs(fd)
    show(f"disc {name} dF, difference / edge integral",
         f"{fd:.7f} / {line:.7f}", "u")

# Small-step descent and its first-order rate.
phi = disc_phi(cx, mid, R)
G, rate, D = flow(phi, T_split)
line = np.sum(on_circle(G)**2) * ds
assert abs(D / line - 1) < 0.06
show("grid dissipation / edge integral of G^2", D / line)
F0 = cost(phi, T_split)
deviation = []
for move in (0.04, 0.02, 0.01):
    tau = move * h / np.abs(G).max()
    drop = F0 - cost(phi + tau * rate, T_split)
    assert drop > 0
    deviation.append(drop / (tau * D) - 1)
    show(f"drop/(tau D)-1 at tau max|G| = {move} h", deviation[-1])
assert abs(deviation[-1]) < 0.05
assert 1.6 < deviation[0] / deviation[1] < 2.4
assert 1.6 < deviation[1] / deviation[2] < 2.4


# No nucleation below the step bound; violation above it.
def orphan_pixels(move):
    noise = np.random.default_rng(8)
    p = noise.normal(size=(N, N))
    g = noise.uniform(-1, 1, size=(N, N))
    new = p + move * h / np.abs(g).max() * g * upwind_slope(p, g)
    total = 0
    for old, now in ((p < 0, new < 0), (p > 0, new > 0)):
        near = old.copy()
        for ax in (0, 1):
            near |= np.roll(old, 1, ax) | np.roll(old, -1, ax)
        total += int(np.sum(now & ~near))
    return total


safe, unsafe = orphan_pixels(0.7), orphan_pixels(2.8)
assert safe == 0 and unsafe > 0
show("nucleated pixels at tau max|G| = 0.7 h / 2.8 h", f"{safe} / {unsafe}")

# A small hole in a clear region: first-order law and quadratic remainder.
full = smooth_mask(disc_phi(mid, mid, 1.1))
Gfull = gradient(np.fft.fft2(full), T_ring)
Ffull = cost_spec(np.fft.fft2(full), T_ring)
c = N // 2
remainder = []
for width in (1, 2):
    hole = np.zeros((N, N))
    hole[c:c + width, c:c + width] = 1
    actual = cost_spec(np.fft.fft2(full - hole), T_ring) - Ffull
    first = -cell * np.sum(Gfull * hole)
    remainder.append(actual - first)
    if width == 1:
        assert abs(actual / first - 1) < 0.1
        show("one-pixel hole dF, actual / first order",
             f"{actual:.6f} / {first:.6f}", "u^2")
ratio = remainder[1] / remainder[0]
assert 12 < ratio < 20
show("hole remainder ratio for fourfold area", ratio)

# The dark mask is stationary, although a small opening lowers F.
dark = np.zeros((N, N))
assert np.abs(gradient(np.fft.fft2(dark), T_merge)).max() == 0
change = []
for width in (1, 2):
    opening = dark.copy()
    opening[c:c + width, c:c + width] = 1
    change.append(cost_spec(np.fft.fft2(opening), T_merge)
                  - cost_spec(np.fft.fft2(dark), T_merge))
assert change[0] < 0 and 14 < change[1] / change[0] < 17
show("dark mask: dF of one-pixel opening", change[0], "u^2")
show("dark mask: dF ratio for fourfold area", change[1] / change[0])

# Distance reconstruction from a distorted level-set function.
errors = []
for n in (36, 72):
    step = L / n
    x, y = np.meshgrid(np.arange(n) * step, np.arange(n) * step, indexing="ij")
    r = np.hypot(x - mid, y - mid)
    distorted = (r**2 - 1) * (1 + 0.5 * np.sin(2 * x))
    distance = reinitialize(distorted, step)
    errors.append(np.abs(distance - (r - 1))[np.abs(r - 1) < 0.4].max())
    show(f"maximum distance error, {n} x {n} grid", errors[-1], "u")
assert errors[1] < 0.1 * h and errors[1] < 0.5 * errors[0]

# Splitting and merging toward known solutions.
split = evolve(box_phi(1.25, 0.5), T_split, 300)
two = np.minimum(disc_phi(mid - 0.6, mid, 0.35),
                 disc_phi(mid + 0.6, mid, 0.35))
merge = evolve(two, T_merge, 300)
for name, run, before, after in (("split", split, 1, 2),
                                 ("merge", merge, 2, 1)):
    show(f"{name}: clear parts before / after",
         f"{before} / {run['parts'][0]}")
    show(f"{name}: initial F", run["F0"], "u^2")
    show(f"{name}: first topology change at step", run["changed"])
    show(f"{name}: F at that step", run["Fchange"], "u^2")
    show(f"{name}: final F", run["F"], "u^2")
    show(f"{name}: rejected trial steps", run["rejected"])
    show(f"{name}: largest |dF| at reinitialization", run["jump"], "u^2")
    assert run["parts"][0] == after
    assert run["F"] < 0.05 * run["F0"]
    assert run["jump"] < 0.1 * run["F0"]

# Sharp binary mask on a finer grid, compared with the known mask.
sharp = hard_mask(split["phi"])
Fsharp = cost_spec(hard_spec(sharp), T_split)
q = np.arange(N * UP) * h / UP
xf, yf = np.meshgrid(q, q, indexing="ij")
truth = np.hypot(np.abs(xf - mid) - x_split, yf - mid) < r_split
mismatch = np.sum(sharp ^ truth) / np.sum(truth)
assert Fsharp < 0.05 * split["F0"] and mismatch < 0.25
show("split: F of sharp binary mask", Fsharp, "u^2")
show("split: mismatched area / known clear area", mismatch)

# Near the optimum a sufficiently long step must fail to descend.
G, rate, D = flow(split["phi"], T_split)
Fbase = cost(split["phi"], T_split)
move = 2.0**-14
assert cost(split["phi"] + move * h / np.abs(G).max() * rate, T_split) < Fbase
while move < 16:
    move *= 2
    tau = move * h / np.abs(G).max()
    if cost(split["phi"] + tau * rate, T_split) > Fbase:
        break
else:
    raise AssertionError("no ascent found")
show("split end: first doubled tau max|G| that raises F", move, "h")

# Slope drift without reinitialization, then one reconstruction.
free = evolve(box_phi(1.25, 0.5), T_split, 100, renew=0)


def slope_error(p):
    gx = (np.roll(p, -1, 0) - np.roll(p, 1, 0)) / (2 * h)
    gy = (np.roll(p, -1, 1) - np.roll(p, 1, 1)) / (2 * h)
    edge = np.zeros(p.shape, bool)
    for ax in (0, 1):
        for s in (-1, 1):
            edge |= (p < 0) != (np.roll(p, s, ax) < 0)
    return np.mean(np.abs(np.hypot(gx, gy)[edge] - 1))


renewed = reinitialize(free["phi"], h)
drift, repaired = slope_error(free["phi"]), slope_error(renewed)
area0, area1 = hard_mask(free["phi"]).sum(), hard_mask(renewed).sum()
assert drift > 0.1 and repaired < 0.5 * drift
assert abs(area1 / area0 - 1) < 0.02
show("mean edge slope error before / after renewal",
     f"{drift:.4f} / {repaired:.4f}")
show("relative clear-area change at renewal", area1 / area0 - 1)
show("smoothed F before / after renewal",
     f"{free['F']:.6f} / {cost(renewed, T_split):.6f}", "u^2")

# A missing hole must be seeded; the flow alone keeps the disc unpierced.
stall = evolve(disc_phi(mid, mid, 1.1), T_ring, 80)
assert stall["parts"] == (1, 1)
G = flow(stall["phi"], T_ring)[0]
place = np.argmax(np.where(stall["phi"] < -3 * h, G, -np.inf))
sx, sy = X.flat[place], Y.flat[place]
seeded = np.maximum(stall["phi"], 2 * h - np.hypot(X - sx, Y - sy))
Fseed = cost(seeded, T_ring)
ring = evolve(reinitialize(seeded, h), T_ring, 250)
assert G.flat[place] > 0 and Fseed < stall["F"]
assert ring["parts"] == (1, 2) and ring["F"] < 0.05 * stall["F"]
show("ring: initial F", stall["F0"], "u^2")
show("ring: F after 80 steps without a seed", stall["F"], "u^2")
show("ring: seed distance from centre", np.hypot(sx - mid, sy - mid), "u")
show("ring: F just after seeding", Fseed, "u^2")
show("ring: final F", ring["F"], "u^2")
show("ring: final clear / dark parts", f"{ring['parts'][0]} / {ring['parts'][1]}")
print("PASS")
```

Output:

```
cell side: 4.5 u
pixel side h: 0.0625 u
mask smoothing half-width: 0.09375 u
off-axis source radius: 0.55 1/u
defocus at pupil edge: 0.05 wave
pixel derivative, finite difference: 1.4494 u^2
pixel derivative, adjoint: 1.4494 u^2
disc growth dF, difference / edge integral: 1.7759790 / 1.7759790 u
disc translation dF, difference / edge integral: -0.0012678 / -0.0012678 u
grid dissipation / edge integral of G^2: 1.0527
drop/(tau D)-1 at tau max|G| = 0.04 h: 0.002815
drop/(tau D)-1 at tau max|G| = 0.02 h: 0.0014011
drop/(tau D)-1 at tau max|G| = 0.01 h: 0.00069892
nucleated pixels at tau max|G| = 0.7 h / 2.8 h: 0 / 55
one-pixel hole dF, actual / first order: -0.007424 / -0.007522 u^2
hole remainder ratio for fourfold area: 15.34
dark mask: dF of one-pixel opening: -2.7738e-05 u^2
dark mask: dF ratio for fourfold area: 15.516
maximum distance error, 36 x 36 grid: 0.0095667 u
maximum distance error, 72 x 72 grid: 0.0024328 u
split: clear parts before / after: 1 / 2
split: initial F: 0.30637 u^2
split: first topology change at step: 27
split: F at that step: 0.00084204 u^2
split: final F: 1.688e-05 u^2
split: rejected trial steps: 268
split: largest |dF| at reinitialization: 0.0051245 u^2
merge: clear parts before / after: 2 / 1
merge: initial F: 0.11496 u^2
merge: first topology change at step: 9
merge: F at that step: 0.01062 u^2
merge: final F: 1.0124e-05 u^2
merge: rejected trial steps: 285
merge: largest |dF| at reinitialization: 0.00019225 u^2
split: F of sharp binary mask: 3.8895e-07 u^2
split: mismatched area / known clear area: 0.010739
split end: first doubled tau max|G| that raises F: 0.25 h
mean edge slope error before / after renewal: 0.9204 / 0.0139
relative clear-area change at renewal: -0.002586
smoothed F before / after renewal: 0.000005 / 0.000027 u^2
ring: initial F: 0.31368 u^2
ring: F after 80 steps without a seed: 0.30775 u^2
ring: seed distance from centre: 0 u
ring: F just after seeding: 0.22471 u^2
ring: final F: 2.5294e-05 u^2
ring: final clear / dark parts: 1 / 2
PASS
```
